# The largest depletion bending that exponentially decaying donors can support: a numerical check

```python
# Result under test: donors N(x) = N0 exp(-x/L), no background doping, depleted
# from the contact (x = 0) to an edge w where the field vanishes, give a bending
#   V(w) = Vmax [1 - (1 + w/L) exp(-w/L)] < Vmax = q N0 L^2 / eps.
# N0: surface donor density, L: decay length, eps: permittivity, q: unit charge.
# Internal units: nm, volt, nm^-3.  K = q/eps in V nm.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar
from scipy.special import lambertw

PER_CM3 = 1e-21                      # one cm^-3 expressed in nm^-3
eps_r = 11.7                         # silicon, rough
eps = eps_r * sc.epsilon_0
K = sc.e / eps * 1e9
N0 = 1e19 * PER_CM3
L = 5.0
barrier = 0.65                       # contact barrier, V, rough
film = 100.0                         # film thickness, nm
NC300 = 2.8e19 * PER_CM3             # conduction-band density of states, rough
NV300 = 2.7e19 * PER_CM3             # valence-band density of states, rough
gap = 1.12                           # V, rough
donor_depth = 0.05                   # donor level below band edge, V, rough
mass_light, mass_heavy = 0.19, 0.92  # silicon electron masses, rough
T = 300.0
vt = sc.k * T / sc.e
Vmax = K * N0 * L**2


def bending(w):
    u = w / L
    return Vmax * (1 - (1 + u) * np.exp(-u))


def bending_from_poisson(w):
    """Integrate Poisson's equation from the zero-field edge to the contact."""
    sol = solve_ivp(lambda x, y: [y[1], -K * N0 * np.exp(-x / L)],
                    (w, 0.0), [0.0, 0.0], rtol=1e-10, atol=1e-13)
    assert sol.success
    return -sol.y[0, -1]


def film_potential(decay, background, temperature, cells=2000):
    """Poisson-Boltzmann film; phi = (Fermi level - band edge)/q, flat at back."""
    h = film / cells
    x = np.linspace(0, film, cells + 1)
    donors = N0 * np.exp(-x / decay) + background
    v_th = sc.k * temperature / sc.e
    nc = NC300 * (temperature / 300.0)**1.5
    phi = np.full(cells + 1, -barrier)
    for _ in range(200):
        n = nc * np.exp(phi / v_th)
        res = K * h**2 * (donors - n)[1:]
        res[:-1] += phi[2:] - 2 * phi[1:-1] + phi[:-2]
        res[-1] += 2 * (phi[-2] - phi[-1])
        ab = np.ones((3, cells))
        ab[1] = -2 - K * h**2 * n[1:] / v_th
        ab[2, -2] = 2
        step = solve_banded((1, 1), ab, -res)
        phi[1:] += step
        if np.max(np.abs(step)) < 1e-9:
            return x, phi, nc * np.exp(phi / v_th)
    raise AssertionError("Poisson-Boltzmann iteration did not converge")


print(f"Relative permittivity: {eps_r}")
print(f"Surface donor density N0: {N0 / PER_CM3:.2e} cm^-3")
print(f"Decay length L: {L:.1f} nm")
print(f"Contact barrier: {barrier:.2f} eV; film: {film:.0f} nm; T: {T:.0f} K")
print(f"Thermal voltage kT/q: {vt:.5f} V")
print(f"Limiting bending Vmax: {Vmax:.4f} V")
print(f"Limiting surface field Vmax/L: {10 * Vmax / L:.4f} MV/cm")

# Bending law and strict approach to the limit
previous = 0.0
for u in (0.5, 1.0, 2.0, 4.0, 8.0, 12.0):
    numeric = bending_from_poisson(u * L)
    assert abs(numeric - bending(u * L)) < 1e-7
    assert previous < numeric < Vmax
    previous = numeric
    print(f"w/L = {u:4.1f}: V = {numeric:.5f} V, V/Vmax = {numeric / Vmax:.5f}")
assert Vmax - previous < 1e-4 * Vmax

# Edge for a bending below the limit
trial = 0.25
w_trial = L * (-1 - lambertw(-(1 - trial / Vmax) / np.e, -1).real)
w_root = brentq(lambda w: quad(lambda x: K * x * N0 * np.exp(-x / L), 0, w)[0]
                - trial, 0.1, 60.0)
assert abs(w_trial - w_root) < 1e-6
print(f"Edge for V = {trial:.2f} V: w = {w_trial:.3f} nm, w/L = {w_trial / L:.4f}")
print(f"Donor density at that edge: {N0 * np.exp(-w_trial / L) / PER_CM3:.3e} cm^-3")

# Bending above the limit: needed decay length, and forced field in a film
forced = 0.45
assert forced > Vmax
L_needed = np.sqrt(forced / (K * N0))
print(f"V = {forced:.2f} V needs a decay length above {L_needed:.3f} nm")
cells = 4000
h = film / cells
xi = np.linspace(0, film, cells + 1)[1:-1]
rhs = -K * h**2 * N0 * np.exp(-xi / L)
rhs[-1] -= forced
ab = np.ones((3, cells - 1))
ab[1] = -2
phi_in = solve_banded((1, 1), ab, rhs)
back_field = (forced - phi_in[-1]) / h
assert abs(back_field - (forced - bending(film)) / film) < 1e-6
print(f"Back field with {forced:.2f} V across film: {1e4 * back_field:.3f} kV/cm")

# Depth at which the local Debye length has grown to L
u_star = np.log(Vmax / vt)
debye = np.sqrt(eps * vt / (sc.e * N0 * np.exp(-u_star) * 1e27)) * 1e9
assert abs(debye - L) < 1e-6
V_star = Vmax - vt * (1 + u_star)
assert abs(bending_from_poisson(u_star * L) - V_star) < 1e-7
print(f"Debye length equals L at w* = {u_star * L:.3f} nm, w*/L = {u_star:.4f}")
print(f"Bending at w*: {V_star:.4f} V")

# Mobile electrons keep the bound; background donors can break it
for decay, temp in ((4.0, 300.0), (5.0, 300.0), (8.0, 300.0), (5.0, 400.0)):
    x, phi, n = film_potential(decay, 0.0, temp)
    top = int(np.argmax(phi))
    limit = K * N0 * decay**2
    with_electrons = phi[top] + barrier
    assert 0 < top < len(x) - 1
    assert with_electrons < limit
    print(f"With electrons, L = {decay:.0f} nm, {temp:.0f} K: "
          f"V = {with_electrons:.4f} V, limit {limit:.4f} V")
    if decay == L and temp == T:
        fine = film_potential(decay, 0.0, temp, 4000)[1]
        assert abs(fine.max() - phi.max()) < 1e-5
        phi_max, n_max, x_top = phi[top], n[top], x[top]
print(f"L = 5 nm, 300 K: zero-field plane at {x_top:.1f} nm")
print(f"Lowest band edge above Fermi level: {-phi_max:.4f} eV")
print(f"Bound on that height, barrier - q Vmax: {barrier - Vmax:.4f} eV")
print(f"Highest electron density: {n_max / PER_CM3:.3e} cm^-3")
heavy_bg = 1e17 * PER_CM3
broken = film_potential(L, heavy_bg, T)[1].max() + barrier
assert broken > Vmax
print(f"With background {heavy_bg / PER_CM3:.0e} cm^-3: V = {broken:.4f} V")
light_bg = 1e15 * PER_CM3
w_bg = brentq(lambda w: bending(w) + K * light_bg * w**2 / 2 - forced, 1, 5000)
pieces = [0, 5 * L, 20 * L, w_bg]
check = sum(quad(lambda x: K * x * (N0 * np.exp(-x / L) + light_bg), a, b)[0]
            for a, b in zip(pieces[:-1], pieces[1:]))
assert abs(check - forced) < 1e-8
print(f"Background {light_bg / PER_CM3:.0e} cm^-3, V = {forced:.2f} V: w = {w_bg:.1f} nm")

# Fully depleted barrier above the far plateau
for x0 in (0.0, 3.0, 11.0):
    direct = quad(lambda s: K * (s - x0) * N0 * np.exp(-s / L), x0, x0 + 40 * L)[0]
    assert abs(direct - Vmax * np.exp(-x0 / L)) < 1e-7

# Image force: highest point of the barrier with the image potential included
image = K / (16 * np.pi)
peak = minimize_scalar(lambda x: -(Vmax * np.exp(-x / L) - image / x),
                       bounds=(0.05, 5.0), method="bounded")
print(f"Image-force lowering: {Vmax + peak.fun:.4f} eV, peak at {peak.x:.3f} nm")


# Tunnelling: WKB exponent at energy E (eV) above the plateau
def wkb(E, mass):
    k1 = np.sqrt(2 * mass * sc.m_e * sc.e) / sc.hbar * 1e-9
    turn = L * np.log(Vmax / E)
    return 2 * k1 * quad(lambda x: np.sqrt(max(Vmax * np.exp(-x / L) - E, 0)),
                         0, turn)[0]


for name, mass in (("light", mass_light), ("heavy", mass_heavy)):
    E = 0.1
    k1 = np.sqrt(2 * mass * sc.m_e * sc.e) / sc.hbar * 1e-9
    closed = 4 * L * k1 * (np.sqrt(Vmax - E)
                           - np.sqrt(E) * np.arctan(np.sqrt((Vmax - E) / E)))
    assert abs(wkb(E, mass) - closed) < 1e-5
    best = minimize_scalar(lambda e: e / vt + wkb(e, mass),
                           bounds=(1e-4, Vmax * 0.9999), method="bounded")
    print(f"Tunnelling, {name} mass {mass}: best energy {best.x:.4f} eV, "
          f"effective barrier {vt * best.fun:.4f} eV")
print(f"Thermionic barrier above plateau: {Vmax:.4f} eV")

# Remaining neglected effects
neutral = 1 / (1 + 0.5 * np.exp((-phi_max - donor_depth) / vt))
holes = NV300 * np.exp(-(gap - barrier) / vt)
dose = N0 * L
print(f"Degeneracy measure, highest n/Nc: {n_max / NC300:.2e}")
print(f"Largest fraction of neutral donors: {neutral:.2e}")
print(f"Hole density at contact: {holes / PER_CM3:.2e} cm^-3")
print(f"Donor dose N0 L: {dose * 1e14:.2e} cm^-2")
print(f"Donors under 10 nm x 10 nm: {dose * 100:.2f}")
print(f"Mean lateral donor spacing: {dose**-0.5:.2f} nm")
print(f"Limiting bending / band gap: {Vmax / gap:.3f}")
print("finished without a failed check")
```

It prints:

```
Relative permittivity: 11.7
Surface donor density N0: 1.00e+19 cm^-3
Decay length L: 5.0 nm
Contact barrier: 0.65 eV; film: 100 nm; T: 300 K
Thermal voltage kT/q: 0.02585 V
Limiting bending Vmax: 0.3866 V
Limiting surface field Vmax/L: 0.7733 MV/cm
w/L =  0.5: V = 0.03488 V, V/Vmax = 0.09020
w/L =  1.0: V = 0.10217 V, V/Vmax = 0.26424
w/L =  2.0: V = 0.22967 V, V/Vmax = 0.59399
w/L =  4.0: V = 0.35124 V, V/Vmax = 0.90842
w/L =  8.0: V = 0.38548 V, V/Vmax = 0.99698
w/L = 12.0: V = 0.38662 V, V/Vmax = 0.99992
Edge for V = 0.25 V: w = 11.024 nm, w/L = 2.2047
Donor density at that edge: 1.103e+18 cm^-3
V = 0.45 V needs a decay length above 5.394 nm
Back field with 0.45 V across film: 6.335 kV/cm
Debye length equals L at w* = 13.526 nm, w*/L = 2.7051
Bending at w*: 0.2909 V
With electrons, L = 4 nm, 300 K: V = 0.2474 V, limit 0.2475 V
With electrons, L = 5 nm, 300 K: V = 0.3826 V, limit 0.3866 V
With electrons, L = 8 nm, 300 K: V = 0.5528 V, limit 0.9898 V
With electrons, L = 5 nm, 400 K: V = 0.3616 V, limit 0.3866 V
L = 5 nm, 300 K: zero-field plane at 34.0 nm
Lowest band edge above Fermi level: 0.2674 eV
Bound on that height, barrier - q Vmax: 0.2634 eV
Highest electron density: 9.028e+14 cm^-3
With background 1e+17 cm^-3: V = 0.5041 V
Background 1e+15 cm^-3, V = 0.45 V: w = 286.2 nm
Image-force lowering: 0.0944 eV, peak at 0.675 nm
Tunnelling, light mass 0.19: best energy 0.1986 eV, effective barrier 0.3022 eV
Tunnelling, heavy mass 0.92: best energy 0.3158 eV, effective barrier 0.3605 eV
Thermionic barrier above plateau: 0.3866 eV
Degeneracy measure, highest n/Nc: 3.22e-05
Largest fraction of neutral donors: 4.46e-04
Hole density at contact: 3.43e+11 cm^-3
Donor dose N0 L: 5.00e+12 cm^-2
Donors under 10 nm x 10 nm: 5.00
Mean lateral donor spacing: 4.47 nm
Limiting bending / band gap: 0.345
finished without a failed check
```
